\section*{Static Permittivity Contribution of One Infrared Band in Silica}

\section*{Problem}

An infrared band of silica glass, the usual oxide insulator between metal lines, has a transverse wavenumber $\nu_T=1076~\mathrm{cm^{-1}}$ and a longitudinal wavenumber $\nu_L=1256~\mathrm{cm^{-1}}$. Treat the band as isolated: a single undamped, isotropic vibration on an electronic relative permittivity $\varepsilon_\infty=2.1$, which is constant from zero frequency to above $\nu_L$.

\begin{enumerate}
\item Express the band's contribution $\Delta\varepsilon$ to the static relative permittivity through $\varepsilon_\infty$, $\nu_T$ and $\nu_L$.
\item Evaluate it, and find how it responds to small errors in the inputs.
\item Decide whether ``static'' covers a circuit signal at 10 GHz.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write two equations: one for the motion of a charged oscillator in the macroscopic field $E$, and one for the polarization, which has a vibrational and an electronic part.
\item The unknown charge, mass and density enter the permittivity in one combination. You need one further relation to remove it.
\item In a longitudinal wave without free charge, what does Gauss's law say about the displacement field $D$?
\item That condition fixes $E$ in terms of the oscillator's displacement. Put this field back into the equation of motion.
\item For the 10 GHz question, subtract the static permittivity from the permittivity at frequency $\omega$ before inserting numbers.
\end{enumerate}

\section*{Solution}

\subsection*{The permittivity}

Let $u$ be the oscillator's displacement, $\mu$ its reduced mass, $q$ its effective charge and $N$ the number of oscillators per volume. The response is linear, and wavelengths are long compared with atomic distances. Then
\begin{align}
\mu\ddot u &= -\mu\omega_T^2u+qE, \label{motion}\\
P &= Nqu+\varepsilon_0(\varepsilon_\infty-1)E. \label{pol}
\end{align}
Here $E$ is the macroscopic field; the effects of local fields are absorbed in $\omega_T$, $q$ and $\varepsilon_\infty$. With $E=0$ the oscillator vibrates at $\omega_T$. This is the transverse frequency: a transverse wave carries no polarization charge, and when its wavelength is much shorter than that of light at the same frequency, its macroscopic field is negligible.

For a time factor $e^{-i\omega t}$, $\ddot u=-\omega^2u$, and (\ref{motion}) gives
\begin{equation}
u=\frac{qE}{\mu(\omega_T^2-\omega^2)} .
\end{equation}
Insert this in $D=\varepsilon_0E+P$. The terms $\varepsilon_0E$ and $\varepsilon_0(\varepsilon_\infty-1)E$ add to $\varepsilon_0\varepsilon_\infty E$, so that $D=\varepsilon_0\varepsilon(\omega)E$ with
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\frac{\Omega^2}{\omega_T^2-\omega^2},
\qquad \Omega^2=\frac{Nq^2}{\varepsilon_0\mu}. \label{eps}
\end{equation}
At $\omega=0$ the vibrational part is
\begin{equation}
\Delta\varepsilon=\varepsilon(0)-\varepsilon_\infty=\frac{\Omega^2}{\omega_T^2}. \label{static}
\end{equation}
A strong charge raises it, and a stiff spring lowers it.

\subsection*{The longitudinal frequency}

Without free charge, $\nabla\cdot\mathbf D=0$. For a plane wave with wavevector $\mathbf k$ this means $\mathbf k\cdot\mathbf D=0$. In a longitudinal wave $\mathbf D$ is parallel to $\mathbf k$, so $D$ itself must vanish:
\begin{equation}
0=\varepsilon_0\varepsilon_\infty E+Nqu
\quad\Longrightarrow\quad
E=-\frac{Nqu}{\varepsilon_0\varepsilon_\infty}.
\end{equation}
The force $qE$ is opposite to $u$, whatever the sign of $q$, because it contains $q^2$. It therefore adds to the restoring force. Equation (\ref{motion}) becomes
\begin{equation}
\ddot u=-\left(\omega_T^2+\frac{Nq^2}{\varepsilon_0\varepsilon_\infty\mu}\right)u,
\qquad
\omega_L^2=\omega_T^2+\frac{\Omega^2}{\varepsilon_\infty}. \label{lo}
\end{equation}
The electrons screen the longitudinal field, which is why $\varepsilon_\infty$ stands in the denominator. A given splitting thus implies a larger $\Omega^2$ when $\varepsilon_\infty$ is larger.

Solving (\ref{lo}) for $\Omega^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)$ and inserting it in (\ref{static}) gives the answer to the first question. Since $\omega=2\pi c\nu$, the factors $2\pi c$ cancel in the ratio:
\begin{equation}
\Delta\varepsilon=\varepsilon_\infty\left(\frac{\nu_L^2}{\nu_T^2}-1\right). \label{answer}
\end{equation}
Adding $\varepsilon_\infty$ gives the Lyddane--Sachs--Teller relation for one band, $\varepsilon(0)/\varepsilon_\infty=\nu_L^2/\nu_T^2$. If the two frequencies coincide, the vibration carries no dipole and $\Delta\varepsilon=0$.

\subsection*{Numbers and sensitivity}

The squared ratio is $(1256/1076)^2=1.36256$, so
\begin{equation}
\Delta\varepsilon=2.1\times0.36256=0.761,
\qquad \varepsilon(0)=2.1+0.761=2.861 .
\end{equation}
The corresponding strength, expressed as a wavenumber, is $\Omega/(2\pi c)=\nu_T\sqrt{\Delta\varepsilon}=938.9~\mathrm{cm^{-1}}$. As a test of (\ref{lo}), the equation of motion was integrated in time with this strength and with $D=0$ imposed at each instant. The oscillation had a wavenumber of $1256.000~\mathrm{cm^{-1}}$.

Differentiating (\ref{answer}) gives, to first order,
\begin{equation}
\delta(\Delta\varepsilon)=
2\varepsilon_\infty\frac{\nu_L^2}{\nu_T^2}
\left(\frac{\delta\nu_L}{\nu_L}-\frac{\delta\nu_T}{\nu_T}\right)
+\frac{\Delta\varepsilon}{\varepsilon_\infty}\,\delta\varepsilon_\infty .
\end{equation}
When (\ref{answer}) itself is evaluated again with one input changed at a time, a rise of $5~\mathrm{cm^{-1}}$ in $\nu_L$ changes $\Delta\varepsilon$ by $+0.023$, the same rise in $\nu_T$ changes it by $-0.026$, and a rise of $0.05$ in $\varepsilon_\infty$ changes it by $+0.018$. For the second of these, the first-order formula gives $-0.0266$ and the full expression $-0.0264$; the small difference comes from the terms of higher order. With input errors of this size, the second decimal is already uncertain, and $0.76$ is a sensible way to quote the result of the isolated model; Variation 1 shows that the neighbouring bands of real silica change it by more than these input errors.

\subsection*{A signal at 10 GHz}

From (\ref{eps}), with the static value subtracted,
\begin{align}
\varepsilon(\omega)-\varepsilon(0)
&=\Omega^2\left(\frac{1}{\omega_T^2-\omega^2}-\frac1{\omega_T^2}\right)
=\frac{\Omega^2}{\omega_T^2}\,\frac{\omega^2}{\omega_T^2-\omega^2}\nonumber\\
&\simeq\Delta\varepsilon\,\frac{\omega^2}{\omega_T^2}
\qquad(\omega\ll\omega_T).
\end{align}
A frequency of 10 GHz corresponds to $0.3336~\mathrm{cm^{-1}}$, while the transverse vibration lies at 32.26 THz. The change is $0.761\,(0.3336/1076)^2=7.3\times10^{-8}$. In this model the vibration follows the signal as it would follow a constant field, and the static value applies. The figure is for the undamped single band. The lower bands of Variation 1 raise it to $4.7\times10^{-7}$, and the damping $\gamma$ of Variation 2 adds an imaginary part linear in frequency, $\operatorname{Im}\varepsilon\simeq\Delta\varepsilon\,\gamma\omega/\omega_T^2=1.5\times10^{-5}$ for $70~\mathrm{cm^{-1}}$. Both are still negligible beside $\varepsilon(0)$. The microwave loss of a real oxide has other sources as well and is not predicted by this model.

The opposite regime lies between the two band frequencies. Putting (\ref{eps}) over a common denominator and using (\ref{lo}),
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}. \label{factor}
\end{equation}
For $\omega_T<\omega<\omega_L$ the numerator is positive and the denominator negative, so $\varepsilon<0$. The vibration then moves against the driving force, and its polarization outweighs the electronic background.

\section*{Variation 1: silica has lower bands}

\emph{Add two lower polar bands, with rough transverse/longitudinal wavenumbers $457/507$ and $810/820~\mathrm{cm^{-1}}$. What is now the static share of the top band?}

Number the undamped bands $j=1,2,3$ upwards and call their static shares $S_j$. Each band adds a term like that in (\ref{eps}):
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty+\sum_{j=1}^{3}
\frac{S_j\,\omega_{Tj}^2}{\omega_{Tj}^2-\omega^2}
=\varepsilon_\infty\prod_{j=1}^{3}
\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2}. \label{three}
\end{equation}
The second form holds because the sum over a common denominator has a numerator of third degree in $\omega^2$. Its zeros are the longitudinal frequencies, and its leading coefficient is fixed by $\varepsilon\to\varepsilon_\infty$ far above the bands. Multiplying both forms by $\omega_{Tk}^2-\omega^2$ and letting $\omega\to\omega_{Tk}$ leaves one term of the sum:
\begin{equation}
S_k=\varepsilon_\infty\left(\frac{\omega_{Lk}^2}{\omega_{Tk}^2}-1\right)
\prod_{j\ne k}\frac{\omega_{Lj}^2-\omega_{Tk}^2}{\omega_{Tj}^2-\omega_{Tk}^2}.
\end{equation}
The product is the correction to the isolated estimate:

\begin{center}
\begin{tabular}{lcc}
Band ($\mathrm{cm^{-1}}$) & isolated estimate & share $S_k$\\
457/507 & 0.48 & 0.72\\
810/820 & 0.05 & 0.09\\
1076/1256 & 0.76 & 0.70\\
sum & 1.30 & 1.51
\end{tabular}
\end{center}

The reason for the change in the top band follows from $\varepsilon(\omega_{L3})=0$. Let $\varepsilon_b(\omega)$ be the permittivity without the top band's term. Then
\begin{equation}
0=\varepsilon_b(\omega_{L3})+\frac{S_3\omega_{T3}^2}{\omega_{T3}^2-\omega_{L3}^2}
\quad\Longrightarrow\quad
S_3=\varepsilon_b(\omega_{L3})\left(\frac{\omega_{L3}^2}{\omega_{T3}^2}-1\right).
\end{equation}
This is (\ref{answer}) with the true background in place of $\varepsilon_\infty$. At $1256~\mathrm{cm^{-1}}$ the lower bands are driven above their resonances and respond in antiphase. Their terms are $-0.11$ and $-0.06$, so the background is $1.93$ instead of $2.1$, and $S_3=1.93\times0.36256=0.70$. The isolated estimate is 9\% above this share. For the lowest band the sign is reversed: at its longitudinal frequency the higher bands are driven below resonance and raise the background, so its isolated estimate is too small.

The three-band model has a static permittivity of $3.61$; the measured value is roughly $3.8$ for bulk fused silica and $3.9$ for thermal oxide. The isolated model's $2.86$ must therefore not be used as the permittivity of an oxide layer in a capacitance calculation. The given pair and $\varepsilon_\infty$ are typical of dense silica glass. The lower bands lower the top band's share by $0.06$ and add $0.81$ of their own. The three-band model still leaves out the shoulder on the high-frequency side of the top band, and including it widens the gap to the measured value. The shoulder is usually assigned a rough transverse wavenumber near $1200~\mathrm{cm^{-1}}$ with an extra zero near $1160~\mathrm{cm^{-1}}$, inside the interval of the top band. A fourth factor in (\ref{three}) then multiplies the static permittivity by $(1160/1200)^2$, giving $3.37$; the share of the $1076~\mathrm{cm^{-1}}$ band drops to $0.47$ and the shoulder adds $0.06$. These numbers depend strongly on the assumed pair, but they show that $0.76$ and $0.70$ are model values that may overestimate the real share by much more than $0.06$. Deposited films can also be less dense, or hold hydroxyl groups and water, and these effects are not sized here.

\section*{Variation 2: the band is broad}

\emph{Return to the single band. How do (a) damping and (b) a spread of transverse frequencies alter the estimate?}

\textbf{(a) Damping.} A friction force $-\mu\gamma\dot u$ replaces $\omega_T^2-\omega^2$ in (\ref{eps}) by $\omega_T^2-\omega^2-i\gamma\omega$. The new term vanishes at $\omega=0$, so (\ref{answer}) is unchanged as long as $\omega_T$ and $\omega_L$ denote the oscillator parameters. Measured peaks are slightly displaced from them. The same replacement in the numerator and denominator of (\ref{factor}) gives
\begin{align}
\operatorname{Im}\varepsilon&=\frac{\Omega^2\gamma\omega}{(\omega_T^2-\omega^2)^2+\gamma^2\omega^2},\\
\operatorname{Im}\left(-\frac1\varepsilon\right)&=\frac{\omega_L^2-\omega_T^2}{\varepsilon_\infty}\,
\frac{\gamma\omega}{(\omega_L^2-\omega^2)^2+\gamma^2\omega^2}.
\end{align}
Both have the same shape, with $a=\omega_T$ or $a=\omega_L$. The maximum lies where $(a^2-\omega^2)^2/\omega+\gamma^2\omega$ is least, that is, where
\begin{equation}
-4(a^2-\omega^2)-\frac{(a^2-\omega^2)^2}{\omega^2}+\gamma^2=0 .
\end{equation}
With $\omega=a+\delta$ and small $\delta$, $a^2-\omega^2\simeq-2a\delta$. The middle term is of second order in $\delta$, and $\delta\simeq-\gamma^2/(8a)$ remains. For a rough damping of $70~\mathrm{cm^{-1}}$ the peaks lie at $1075.43$ and $1255.51~\mathrm{cm^{-1}}$. Using them in (\ref{answer}) gives $0.762$ instead of $0.761$, a negligible change.

\textbf{(b) Spread.} In a glass the oscillators differ. Let a fraction $p_i$ have transverse frequency $\omega_i$, all with the same $q$ and $\mu$ and all in the same macroscopic field. Then $\varepsilon=\varepsilon_\infty+\Omega^2\sum_ip_i/(\omega_i^2-\omega^2)$. Setting this to zero at $\omega_L$, above all $\omega_i$, fixes $\Omega^2$, and
\begin{equation}
\Delta\varepsilon=\Omega^2\sum_i\frac{p_i}{\omega_i^2}
=\varepsilon_\infty\,
\frac{\sum_ip_i/\omega_i^2}{\sum_ip_i/(\omega_L^2-\omega_i^2)} .
\end{equation}
Take a Gaussian centred at $1076~\mathrm{cm^{-1}}$ with a rough standard deviation of $30~\mathrm{cm^{-1}}$, cut off at four standard deviations, and hold $\nu_L$ fixed. The result is $\Delta\varepsilon=0.742$, which is 2.5\% below the isolated estimate. Both sums grow with the spread, since $1/\omega_i^2$ and $1/(\omega_L^2-\omega_i^2)$ are convex functions of $\omega_i$. For a narrow spread $\sigma$ about $\omega_T$, the average of a function $f$ grows by the factor $1+\sigma^2f''/(2f)$. The ratio $f''/f$ is $6/\omega_T^2$ for the upper sum and $2/(\omega_L^2-\omega_T^2)+8\omega_T^2/(\omega_L^2-\omega_T^2)^2$ for the lower one. Here $\omega_L$ is close to the band, and the lower sum grows by the larger factor, $1.028$ against $1.002$. A smaller strength then suffices to place the zero at $\omega_L$. The two ratios are equal at $\omega_L^2/\omega_T^2=7/3$; for $\nu_L/\nu_T$ above about $1.53$ a narrow spread raises $\Delta\varepsilon$ instead.

The main calculated values are listed in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
electronic relative permittivity: 2.10
transverse wavenumber: 1076 cm^-1
longitudinal wavenumber: 1256 cm^-1
ISOLATED MODEL
transverse frequency: 32.26 THz
longitudinal frequency: 37.65 THz
squared ratio nu_L^2/nu_T^2: 1.36256
strength Omega: 938.9 cm^-1
static contribution: 0.7614
static permittivity, isolated model: 2.8614
same from static force balance: 2.8614
nu_L from time integration: 1256.000 cm^-1
10 GHz as wavenumber: 0.3336 cm^-1
permittivity change, 0 to 10 GHz: 7.32e-08
SENSITIVITY OF THE CONTRIBUTION
nu_L raised by 5 cm^-1: +0.0228
nu_T raised by 5 cm^-1: -0.0264
electronic permittivity raised by 0.05: +0.0181
THREE BANDS (rough wavenumbers)
band 457/507 cm^-1: isolated 0.4847, true share 0.7245
band 810/820 cm^-1: isolated 0.0522, true share 0.0855
band 1076/1256 cm^-1: isolated 0.7614, true share 0.6992
sum of isolated estimates: 1.2982
sum of true shares: 1.5092
static permittivity, three bands: 3.6092
lower-band terms at nu_L: -0.1106, -0.0609
background at nu_L: 1.9286
isolated estimate over true share, top band: 1.0889
BROADENING (rough widths)
damping: 70 cm^-1
contribution from absorption integral: 0.7614
peak of Im eps: 1075.43 cm^-1
peak of Im(-1/eps): 1255.51 cm^-1
contribution estimated from peaks: 0.7622
standard deviation of transverse spread: 30 cm^-1
contribution with spread: 0.7422
\end{verbatim}
